# Asymmetric injection-locking range of a semiconductor laser with alpha equal to three: a program that tests the result

```python
# Injection locking of a single-mode semiconductor laser.
# Result under test: locked states with carriers not above threshold exist for
#     -k*sqrt(1+alpha^2) <= Delta <= k,   k = kappa*r,
# where Delta = injected minus free-running angular frequency, kappa = coupling
# rate, r = injected field / field of the locked laser, alpha = linewidth
# enhancement factor. Stability is tested separately: for strong injection the
# upper stable edge is close to k*(1 - alpha^2*Omega0^2/(2*k^2)).
# Field u is scaled so that |u|^2 = g*P (stimulated rate); n is the gain change
# from threshold. All rates are in 1/ns, times in ns.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

alpha = 3.0
kappa = 200.0
ratio = 0.5
gamma_p = 500.0      # photon decay rate
gamma_n = 1.0        # carrier decay rate
stim0 = 0.2          # g*P of the free-running laser
k_main = kappa * ratio
omega0_sq = stim0 * gamma_p
root = np.sqrt(1 + alpha**2)
phi_red = np.arctan(1 / alpha)


def rhs(y, delta, drive):
    u = y[0] + 1j * y[1]
    n = y[2]
    du = 0.5 * (1 + 1j * alpha) * n * u - 1j * delta * u + drive
    dn = omega0_sq - gamma_n * n - (gamma_p + n) * abs(u)**2
    return np.array([du.real, du.imag, dn])


def locked_state(phi, k):
    """State vector, detuning and drive; None if the power is not positive."""
    n = -2 * k * np.cos(phi)
    delta = -k * (alpha * np.cos(phi) + np.sin(phi))
    stim = (omega0_sq - gamma_n * n) / (gamma_p + n)
    if stim <= 0:
        return None
    amp = np.sqrt(stim)
    y = np.array([amp * np.cos(phi), amp * np.sin(phi), n])
    return y, delta, k * amp


def numeric_eigenvalues(phi, k):
    y, delta, drive = locked_state(phi, k)
    jac = np.empty((3, 3))
    h = 1e-5
    for j in range(3):
        step = np.zeros(3)
        step[j] = h
        jac[:, j] = (rhs(y + step, delta, drive)
                     - rhs(y - step, delta, drive)) / (2 * h)
    return np.linalg.eigvals(jac)


def growth(phi, k):
    return numeric_eigenvalues(phi, k).real.max()


def hurwitz_parts(phi, k):
    y, _, _ = locked_state(phi, k)
    stim = y[0]**2 + y[1]**2
    damping = gamma_n + stim
    om2 = stim * (gamma_p + y[2])
    z, s = k * np.cos(phi), k * np.sin(phi)
    c2 = damping + 2 * z
    c1 = k**2 + 2 * damping * z + om2
    c0 = damping * k**2 + om2 * (z - alpha * s)
    hopf = (z * (2 * damping**2 + 2 * k**2 + 4 * damping * z + om2)
            + om2 * (damping + alpha * s))
    return c2, c1, c0, hopf


# Existence edges by direct minimization of the steady-state field balance.
def least_distance(delta, k, highest):
    f = lambda m: abs((1 + 1j * alpha) * m - 1j * delta)
    res = minimize_scalar(f, bounds=(-5 * k, highest), method="bounded",
                          options={"xatol": 1e-9 * k})
    return res.fun


k = k_main
red_num = brentq(lambda d: least_distance(d, k, 0.0) - k, -5 * k, -0.1 * k)
blue_num = brentq(lambda d: least_distance(d, k, 0.0) - k, 0.1 * k, 5 * k)
any_num = brentq(lambda d: least_distance(d, k, 5 * k) - k, 0.1 * k, 5 * k)
assert abs(red_num + k * root) < 1e-5 * k
assert abs(blue_num - k) < 1e-5 * k
assert abs(any_num - k * root) < 1e-5 * k

# Steady states, characteristic polynomial and stability conditions.
for kk in (0.1, 10.0, 100.0):
    for phi in (-1.57, -1.2, -0.6, 0.1, 0.9):
        y, delta, drive = locked_state(phi, kk)
        assert np.max(np.abs(rhs(y, delta, drive))) < 1e-9
        c2, c1, c0, hopf = hurwitz_parts(phi, kk)
        lam = numeric_eigenvalues(phi, kk)
        coeff = np.poly(lam).real
        assert np.allclose(coeff, [1, c2, c1, c0], rtol=1e-5, atol=1e-5)
        assert (lam.real.max() < 0) == (min(c2, c0, hopf) > 0)

# Scan of all locked states at fixed field ratio.
phis = np.linspace(-np.pi, np.pi, 3601)
ratios = (0.0005, 0.05, 0.5, 1.0)
table = []
for r in ratios:
    kk = kappa * r
    assert growth(phi_red, kk) < 0
    stable = []
    for phi in phis:
        state = locked_state(phi, kk)
        if state is not None and growth(phi, kk) < 0:
            stable.append(state[1] / kk)
    table.append((r, kk, min(stable), max(stable)))
assert all(abs(row[2] + root) < 1e-3 for row in table)
assert abs(table[0][3] - root) < 1e-2
assert table[1][3] < 0
assert 0.9 < table[2][3] < table[3][3] < 1

# Blue stability edge of the main example.
phi_hopf = brentq(lambda p: growth(p, k), -np.pi / 2, -np.pi / 3)
hopf_edge = locked_state(phi_hopf, k)[1]
hopf_estimate = k * (1 - alpha**2 * omega0_sq / (2 * k**2))
assert abs(hopf_edge - hopf_estimate) < 0.003 * k
inside = np.linspace(phi_hopf + 1e-3, phi_red, 400)
assert all(growth(p, k) < 0 for p in inside)


# Nonlinear time evolution.
def phase_for(delta_over_k):
    return brentq(lambda p: locked_state(p, k)[1] / k - delta_over_k,
                  -np.pi / 2, phi_red)


def evolve(y0, delta, drive, t_end):
    times = np.linspace(t_end - 1, t_end, 400)
    sol = solve_ivp(lambda t, y: rhs(y, delta, drive), (0, t_end), y0,
                    method="DOP853", t_eval=times, rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y


def late_deviation(delta_over_k, kick):
    y, delta, drive = locked_state(phase_for(delta_over_k), k)
    late = evolve(y * np.array([1 + kick, 1 + kick, 1]), delta, drive, 10.0)
    diff = np.hypot(late[0] - y[0], late[1] - y[1])
    return diff.max() / np.hypot(y[0], y[1])


kick = 1e-4
dev_below = late_deviation(0.85, kick)
dev_above = late_deviation(0.98, kick)
assert dev_below < 0.01 * kick
assert dev_above > 10 * kick

y_lock, d_lock, drive_lock = locked_state(phase_for(-1.0), k)
late = evolve(np.array([np.sqrt(stim0), 0.0, 0.0]), d_lock, drive_lock, 10.0)
late_amp = np.hypot(late[0], late[1])
captured_ratio = drive_lock / kappa / late_amp[-1]
assert np.ptp(late_amp) < 1e-6 * late_amp[-1]
assert abs(captured_ratio - ratio) < 1e-6

to_ghz = 1 / (2 * np.pi)
print(f"alpha = {alpha:.1f}")
print(f"coupling rate kappa = {kappa:.1f} 1/ns")
print(f"field ratio at lock r = {ratio:.2f}")
print(f"photon decay rate = {gamma_p:.1f} 1/ns")
print(f"carrier decay rate = {gamma_n:.1f} 1/ns")
print(f"free-running stimulated rate g*P0 = {stim0:.2f} 1/ns")
print(f"Omega0 = {np.sqrt(omega0_sq):.2f} 1/ns")
print(f"k = kappa*r = {k:.2f} 1/ns")
print(f"sqrt(1+alpha^2) = {root:.4f}")
print(f"red edge, formula = {-k*root:.2f} 1/ns")
print(f"red edge, numerical minimization = {red_num:.2f} 1/ns")
print(f"blue gain edge, formula = {k:.2f} 1/ns")
print(f"blue gain edge, numerical minimization = {blue_num:.2f} 1/ns")
print(f"red edge = {-k*root*to_ghz:.2f} GHz")
print(f"blue gain edge = {k*to_ghz:.2f} GHz")
print(f"width of gain-reduced range = {k*(1+root)*to_ghz:.2f} GHz")
print(f"blue stability edge, eigenvalues = {hopf_edge:.2f} 1/ns")
print(f"blue stability edge, estimate = {hopf_estimate:.2f} 1/ns")
print(f"blue stability edge = {hopf_edge*to_ghz:.2f} GHz")
print(f"width of stable range = {(hopf_edge+k*root)*to_ghz:.2f} GHz")
for name, p in (("red edge", phi_red), ("blue stability edge", phi_hopf),
                ("blue gain edge", -np.pi / 2)):
    y = locked_state(p, k)[0]
    power = (y[0]**2 + y[1]**2) / stim0
    print(f"{name}: phase = {np.degrees(p):.2f} deg, "
          f"gain change n = {y[2] + 0.0:.2f} 1/ns")
    print(f"{name}: P/P0 = {power:.3f}, Pinj/P0 = {ratio**2*power:.3f}")
print("stable detuning limits at fixed r (phase grid 0.1 deg):")
for r, kk, low, high in table:
    print(f"r = {r:.4f}, k = {kk:.1f} 1/ns: "
          f"Delta/k from {low:.2f} to {high:.2f}")
print(f"initial relative field disturbance = {kick:.1e}")
print(f"disturbance after 10 ns at Delta = 0.85 k: {dev_below:.1e}")
print(f"disturbance after 10 ns at Delta = 0.98 k: {dev_above:.1e}")
print(f"capture from free running at Delta = -k: r = {captured_ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
alpha = 3.0
coupling rate kappa = 200.0 1/ns
field ratio at lock r = 0.50
photon decay rate = 500.0 1/ns
carrier decay rate = 1.0 1/ns
free-running stimulated rate g*P0 = 0.20 1/ns
Omega0 = 10.00 1/ns
k = kappa*r = 100.00 1/ns
sqrt(1+alpha^2) = 3.1623
red edge, formula = -316.23 1/ns
red edge, numerical minimization = -316.23 1/ns
blue gain edge, formula = 100.00 1/ns
blue gain edge, numerical minimization = 100.00 1/ns
red edge = -50.33 GHz
blue gain edge = 15.92 GHz
width of gain-reduced range = 66.24 GHz
blue stability edge, eigenvalues = 95.40 1/ns
blue stability edge, estimate = 95.50 1/ns
blue stability edge = 15.18 GHz
width of stable range = 65.51 GHz
red edge: phase = 18.43 deg, gain change n = -189.74 1/ns
red edge: P/P0 = 4.669, Pinj/P0 = 1.167
blue stability edge: phase = -89.12 deg, gain change n = -3.06 1/ns
blue stability edge: P/P0 = 1.037, Pinj/P0 = 0.259
blue gain edge: phase = -90.00 deg, gain change n = -0.00 1/ns
blue gain edge: P/P0 = 1.000, Pinj/P0 = 0.250
stable detuning limits at fixed r (phase grid 0.1 deg):
r = 0.0005, k = 0.1 1/ns: Delta/k from -3.16 to 3.16
r = 0.0500, k = 10.0 1/ns: Delta/k from -3.16 to -1.29
r = 0.5000, k = 100.0 1/ns: Delta/k from -3.16 to 0.95
r = 1.0000, k = 200.0 1/ns: Delta/k from -3.16 to 0.98
initial relative field disturbance = 1.0e-04
disturbance after 10 ns at Delta = 0.85 k: 3.8e-09
disturbance after 10 ns at Delta = 0.98 k: 2.4e-01
capture from free running at Delta = -k: r = 0.5000
all assertions hold
```
